# Step doubling with carried averages for the schematic mode-coupling equation

## What a uniform grid costs

Close to the mode-coupling transition a liquid first relaxes in about one microscopic time $\tau_0$, then stays near a plateau, and loses its memory only after a time many decades longer. For a coupling one part in $10^4$ below critical, in the model treated here, the final relaxation time is $1.07\times10^{10}\,\tau_0$. A uniform step of $0.01\,\tau_0$, which resolves the first decay, would need about $10^{12}$ steps to reach it. Each step sums over the whole past, so the work would be about $(10^{12})^2/2=5\times10^{23}$ products.

Enlarging the step as time goes on is the obvious cure. But the memory integral reaches back to $t=0$, where the correlator falls steeply. If the old points are simply thinned out, that fall slips between two grid points. In the solvable case below, thinning gives a result wrong by a factor that reaches about fifty within $10^{10}\,\tau_0$, while a small change in what is stored brings the relative error below $3\times10^{-4}$ on the same grid.

## The equation and its transition

With time in units of $\tau_0$, the normalized equilibrium correlator $\phi(t)$ obeys

$$\phi'(t)+\phi(t)+\int_0^t m(t-s)\,\phi'(s)\,ds=0,\qquad \phi(0)=1,$$

$$m=v_1\phi+v_2\phi^2,\qquad v_1,v_2\ge 0 .$$

The motion is overdamped, there is a single correlator, and activated hopping is left out. The kernel $m$ is the friction produced by the slow structure itself. Weaker coupling stands for higher temperature, so "below the transition" in coupling means above the critical temperature $T_c$.

Suppose $\phi\to f$ at long times. The fall of $\phi$ from 1 to $f$ happened long ago, so it is weighted by $m(f)$, and the integral tends to $m(f)(f-1)$. Hence

$$f+m(f)(f-1)=0\quad\Longrightarrow\quad \frac{f}{1-f}=m(f).$$

Besides $f=0$, this allows roots of $(1-f)(v_1+v_2f)=1$. The left side is a downward parabola in $f$. For $v_2\le1$ a positive root grows continuously from zero once $v_1$ passes 1. For $v_2>1$, the case with a plateau, positive roots first appear when the maximum touches 1, where the derivative also vanishes:

$$-(v_1+v_2f_c)+(1-f_c)v_2=0 .$$

Thus $v_1+v_2f_c=(1-f_c)v_2$. Putting this into the root condition gives $(1-f_c)^2v_2=1$. With $\lambda=1-f_c$,

$$v_2=\frac1{\lambda^2},\qquad v_1=v_2(1-2f_c)=\frac{2\lambda-1}{\lambda^2},\qquad \tfrac12\le\lambda<1 .$$

For $\lambda=0.75$ this gives $f_c=0.25$, $v_1=0.8889$ and $v_2=1.7778$. At the end $\lambda=\tfrac12$ the kernel is purely quadratic, with $v_2=4$ and $f_c=\tfrac12$.

Now multiply both critical couplings by $1-\varepsilon$. For $\varepsilon>0$ the parabola peaks at $1-\varepsilon$, no nonzero root exists, and $\phi$ decays to zero. The plateau of the liquid is therefore not a long-time limit. I define its height as the value of $\phi$ where the curve is flattest against $\ln t$, between the two decays.

## How high the plateau should be

A numerical plateau will not equal $f_c$ at finite $\varepsilon$, so the expected difference is needed before the scheme can be judged. Differentiating a convolution gives

$$\frac{d}{dt}\int_0^t m(u)\phi(t-u)\,du=m(t)+\int_0^t m(u)\phi'(t-u)\,du,$$

because $\phi(0)=1$. For $t\gg1$ the separate term $\phi'$ is negligible, as confirmed below, and the equation becomes

$$\phi-m+\frac{d}{dt}\int_0^t m(t-s)\phi(s)\,ds=0 .$$

Write $\phi=f_c+\lambda G$ with small $G$. At critical coupling $m(f_c)=f_c/\lambda$, and $dm/d\phi=v_1+2v_2f_c=v_2=1/\lambda^2$. To second order in $G$ and first order in $\varepsilon$,

$$m=\frac{f_c}{\lambda}+\frac{G}{\lambda}+G^2-\varepsilon\frac{f_c}{\lambda}.$$

In the differentiated convolution, a constant times a constant gives their product, and a constant times $G$ gives the constant times $G(t)$. The orders are then:

- Zeroth: $f_c-f_c/\lambda+f_c^2/\lambda=f_c[1-(1-f_c)/\lambda]=0$.
- First: $G[\lambda-1/\lambda+f_c/\lambda+f_c]=G[1-1]=0$.
- Second: $-G^2+f_cG^2+\varepsilon f_c(1-f_c)/\lambda+\frac{d}{dt}\int_0^tG(t-s)G(s)\,ds=0$.

The last line reads

$$\frac{d}{dt}\int_0^tG(t-s)G(s)\,ds=\lambda G^2-\varepsilon f_c .$$

This equation contains no time scale of its own. Setting $G=\sqrt{\varepsilon f_c}\,g(t/t_\varepsilon)$ removes $\varepsilon$ from it. The flattest point then has a fixed value $g^*$, and to leading order

$$\phi_{\rm flat}=f_c+\lambda\sqrt{f_c}\,g^*\sqrt{\varepsilon}.$$

Before the plateau, where $G^2\gg\varepsilon f_c$, try $G=(t_0/t)^a$. The convolution of $t^{-a}$ with itself is $t^{1-2a}\,\Gamma(1-a)^2/\Gamma(2-2a)$. Its derivative brings down $1-2a$, and $\Gamma(2-2a)=(1-2a)\Gamma(1-2a)$. On leaving the plateau, $G\propto-t^{b}$ works in the same way with $a$ replaced by $-b$. So

$$\frac{\Gamma(1-a)^2}{\Gamma(1-2a)}=\lambda=\frac{\Gamma(1+b)^2}{\Gamma(1+2b)} .$$

For $\lambda=0.75$, $a=0.3047$ and $b=0.5582$. The dropped term $\phi'\sim t^{-1-a}$ is indeed smaller than $G^2\sim t^{-2a}$, since $a<1$.

Matching to $(t_0/t)^a$ gives $t_\varepsilon\propto\varepsilon^{-1/2a}$. The final decay begins when $|G|$ reaches order one, that is when $\sqrt\varepsilon\,(t/t_\varepsilon)^b\sim1$. The final, or alpha, relaxation time therefore grows as

$$\tau_\alpha\propto\varepsilon^{-\gamma},\qquad \gamma=\frac1{2a}+\frac1{2b}=2.537 .$$

## Quadrature that survives a coarse step

Let $t_i=ih$, with $\phi_i$ and $m_i$ the values there. In the integrand $m(t_i-s)\phi'(s)$ there are two dangerous places. Near $s=0$ the correlator changes quickly while $m$ is smooth; near $s=t_i$ the kernel has its small argument and changes quickly while $\phi$ is smooth. Cut the integral at $s=jh$ with $j=\lfloor i/2\rfloor$, so that each part has one rapid factor.

In the early part, the derivative sits on the rapid factor. Integration by parts moves it. Since $\frac{d}{ds}m(t_i-s)=-m'(t_i-s)$,

$$\int_0^{jh}m(t_i-s)\phi'(s)\,ds=m_{i-j}\phi_j-m_i+\int_0^{jh}m'(t_i-s)\phi(s)\,ds .$$

In bin $k$, from $(k-1)h$ to $kh$, replace $\phi$ by its average $F_k$ there. The remaining integral of $m'$ is $m_{i-k+1}-m_{i-k}$.

In the late part set $u=t_i-s$. Replace $m(u)$ in bin $k$ by its average $M_k$; the integral of $\phi'(t_i-u)$ over the bin is $\phi_{i-k+1}-\phi_{i-k}$. Together,

$$I_i=m_{i-j}\phi_j-m_i+\sum_{k=1}^{j}(m_{i-k+1}-m_{i-k})F_k+\sum_{k=1}^{i-j}(\phi_{i-k+1}-\phi_{i-k})M_k .$$

The rapid function enters through an average, which can be known accurately even if the bin is far wider than the decay inside it. The smooth function enters through an increment.

## Solving for the new value

For the local derivative, expand about $t_i$: $\phi_{i-1}=\phi_i-h\phi'+\tfrac12h^2\phi''$ and $\phi_{i-2}=\phi_i-2h\phi'+2h^2\phi''$, up to order $h^3$. In $3\phi_i-4\phi_{i-1}+\phi_{i-2}$ the values and second derivatives cancel, leaving $2h\phi'$. Hence

$$\phi'(t_i)\approx\frac{3\phi_i-4\phi_{i-1}+\phi_{i-2}}{2h}.$$

In $I_i$ the unknowns $\phi_i$ and $m_i$ appear in the term $-m_i$ and in the two $k=1$ terms. Collecting them gives

$$A\phi_i=B\,m(\phi_i)+C,\qquad A=\frac{3}{2h}+1+M_1,\qquad B=1-F_1,$$

$$\begin{aligned}C={}&\frac{4\phi_{i-1}-\phi_{i-2}}{2h}-m_{i-j}\phi_j+m_{i-1}F_1+\phi_{i-1}M_1\\&-\sum_{k=2}^{j}(m_{i-k+1}-m_{i-k})F_k-\sum_{k=2}^{i-j}(\phi_{i-k+1}-\phi_{i-k})M_k .\end{aligned}$$

With $L=A-Bv_1$ this is $Bv_2\phi_i^2-L\phi_i+C=0$. As $h\to0$, $A$ grows and $B$ vanishes, so one root diverges while the smaller one tends to $C/A$ and joins the previous value. Multiplying numerator and denominator of the smaller root by $L+\sqrt{L^2-4Bv_2C}$ gives a form free of cancellation:

$$\phi_i=\frac{2C}{L+\sqrt{L^2-4Bv_2C}} .$$

No iteration is needed. The square root equals $A-B\,m'(\phi_i)$, with $m'$ here the derivative with respect to $\phi$, and this quantity deserves attention near the plateau. Let $G_1$ be the average of $G$ over the first bin. For large $h$, $A\approx(1+G_1)/\lambda$, $B=\lambda(1-G_1)$ and $m'=1/\lambda^2+2G/\lambda$, so to first order

$$A-B\,m'(\phi_i)\approx\frac{2}{\lambda}\,(G_1-\lambda G).$$

The two roots come close on the plateau, so an error in $C$ is divided by a small number. Up to the plateau this number stays well above $|G|$, because $G_1$ is an average over a bin that reaches back to $t=0$. On leaving the plateau $G$ is negative and $G_1$ becomes small, but the term $-\lambda G$ still keeps the number at about $2|G|$ or more. If the error in $C$ is a fraction $\delta$ of $G^2$, a single step therefore changes $G$ by no more than about $\delta G$, a small relative error, although such errors can add up over many steps. The square root stayed real in all runs reported here.

## Doubling the step without losing the past

Take a grid of $N$ intervals whose lower half is known. March from $i=N/2+1$ to $N$, then keep every second point:

$$\phi_i\leftarrow\phi_{2i},\qquad F_i\leftarrow\tfrac12(F_{2i-1}+F_{2i}),\qquad M_i\leftarrow\tfrac12(M_{2i-1}+M_{2i}),\qquad h\leftarrow2h .$$

The kernel values $m_i$ are thinned like $\phi_i$. The whole past now fills the lower half, and marching can resume. The average over two equal bins is the mean of their averages, so merging adds no error to $F$ or $M$. Newly computed bins get the mean of their end values, which suffices because they are narrow compared with their time. The sums need averages up to index $i-j\le N/2$, all known before a march begins.

To start, set $t=0$ in the equation: $\phi'(0)=-1$. Differentiating once and setting $t=0$ gives $\phi''(0)=-[1+m(0)]\phi'(0)=1+v_1+v_2$, where $m(0)=v_1+v_2$. The lower half of the first grid, up to $t=10^{-4}$, is filled with

$$\phi=1-t+\tfrac12(1+v_1+v_2)t^2 .$$

Each doubling of time costs $N/2$ steps of fewer than $N$ products in the memory sums. With $N=512$, the run at $\varepsilon=10^{-4}$ took 13312 steps, or 52 marches of 256, to reach $4.5\times10^{11}\,\tau_0$. That is fewer than $7\times10^6$ such products.

## Why the averages must be carried

During a march $h/t$ lies between $1/N$ and $2/N$. Consider the critical decay, $G\sim t^{-a}$. With correct averages, the error in the first bin comes from the variation of $m'$ across it, about $h\,m''$, multiplied by the integrated departure of $\phi$ from its average, about $h^{1-a}$. Since $m''\sim t^{-2-a}$, the error is

$$h^{2-a}\,t^{-2-a}=\left(\frac ht\right)^{2-a}t^{-2a}.$$

Later bins contribute terms falling as $k^{-1-a}$, whose sum converges. Compared with the $G^2\sim t^{-2a}$ that fixes the solution, this error in the equation is of order $N^{-(2-a)}$ at every time. Its effect on $\phi$ does build up, but slowly: in the linear test below, the relative error of $\phi$ grows at long times by about the same amount in each decade, not as a power of $t$.

If $F_1$ is instead rebuilt from the surviving points as $(1+\phi_1)/2$, it is wrong by a number of order one. It multiplies $m_i-m_{i-1}\sim h\,t^{-1-a}$. Relative to $t^{-2a}$ the error is now

$$\frac{h}{t}\,t^{a}\sim\frac{t^a}{N},$$

which grows without limit during the critical decay. A larger $N$ postpones the failure but does not remove it.

A purely linear kernel with $v_1=1$, $v_2=0$ puts this to the test. It sits at its own critical point, since $1/(1-f)=v_1$ has the root $f=1-1/v_1=0$. With the Laplace transform $\Phi(p)$ the equation becomes

$$(p\Phi-1)+\Phi+\Phi(p\Phi-1)=0\quad\Longrightarrow\quad p\Phi^2+p\Phi-1=0,$$

$$\Phi=\tfrac12\left[\sqrt{1+4/p}-1\right],\qquad \phi(t)=e^{-2t}\,[I_0(2t)+I_1(2t)],$$

where $I_0$ and $I_1$ are modified Bessel functions. To confirm the inverse, put $R=\sqrt{p(p+4)}$. The two terms transform to $1/R$ and $(p+2-R)/(2R)$, whose sum is $(p+4)/(2R)-\tfrac12=\Phi$. At small $p$, $\Phi\approx p^{-1/2}$, so $\phi\approx1/\sqrt{\pi t}$ and $a=\tfrac12$.

Up to $t=10^{10}$, the largest relative error with carried averages is $8.0\times10^{-4}$ for $N=256$ and $2.7\times10^{-4}$ for $N=512$. The ratio 2.96 is close to the estimated $2^{1.5}=2.83$. With rebuilt averages and $N=512$ the largest relative error is 49. The estimate $t^a/N$, which would give about 200 here, describes only the onset of the failure. Once the error passes order one it grows by about 2.6 per decade, and $N=2048$ still leaves a relative error of 16.

## Convergence just below the transition

At $\varepsilon=10^{-4}$ the grid was refined with everything else fixed. Here $\tau_\alpha$ is the time at which $\phi=f_c/e$.

| $N$ | plateau height | $\tau_\alpha/10^{10}\tau_0$ |
|---|---|---|
| 128 | 0.251789 | 1.0756 |
| 256 | 0.251778 | 1.0742 |
| 512 | 0.251775 | 1.0738 |
| 1024 | 0.251775 | 1.0736 |

Runs with $N$ and $2N$ share time points, so they can be compared without interpolation. The largest differences in $\phi$ are $6.2\times10^{-5}$, $1.8\times10^{-5}$ and $5.5\times10^{-6}$. The last two give an order $\log_2(18.4/5.46)=1.75$, near the estimate $2-a=1.70$. If the trend continues, the error left at $N=1024$ is about $5.5\times10^{-6}/(2^{1.75}-1)\approx2\times10^{-6}$ in $\phi$.

Agreement between grids could hide a fault common to all of them, so two other routes were compared with the $N=512$ run. The Taylor series at $t=0.3$ differs by $1.1\times10^{-7}$. For longer times, integrate the original equation from 0 to $t$:

$$1-\phi(t)=\int_0^t\left\{\phi(s)-m(t-s)[1-\phi(s)]\right\}ds .$$

Solved on a uniform grid with its full history, this form differs by at most $7.2\times10^{-7}$ between $t=1$ and 200.

The location of the transition is also safe. If all recent values equal $f$, the increments in $I_i$ vanish and the discrete equation reduces to $f+m(f)f-m(f)=0$, the continuum condition, for any $h$. On the glass side, with couplings 1% above critical, the parabola gives

$$f=f_c+\lambda\sqrt{\frac{0.01}{1.01}}=0.3246278$$

for the larger root, and the run ends at this value to all seven digits.

## Reading the plateau

The height 0.251775 differs from $f_c$ by $1.8\times10^{-3}$, over a hundred times the change between the coarsest and finest grids. It is the $\sqrt\varepsilon$ correction, as a sweep at fixed $N=512$ shows:

| $\varepsilon$ | height | $(\text{height}-f_c)/\sqrt\varepsilon$ | $\tau_\alpha/\tau_0$ |
|---|---|---|---|
| $10^{-2}$ | 0.26363 | 0.136 | $8.80\times10^{4}$ |
| $10^{-3}$ | 0.25533 | 0.169 | $3.08\times10^{7}$ |
| $10^{-4}$ | 0.25178 | 0.178 | $1.07\times10^{10}$ |
| $10^{-5}$ | 0.25057 | 0.181 | $3.71\times10^{12}$ |
| $10^{-6}$ | 0.25018 | 0.181 | $1.28\times10^{15}$ |

Locating the flattest point leaves the heights uncertain by up to about $3\times10^{-5}$, so the last digits of the second and third columns are not firm. The third column has reached 0.181, so $g^*\approx0.181/(0.75\times0.5)=0.48$. A power series in $(t/t_\varepsilon)^a$ for the scaling equation gives $g^*=0.4845$, that is a limit of 0.182. At $\varepsilon=10^{-2}$ it is a quarter lower, which shows how far the leading law is from sufficient there. Eliminating the $\sqrt\varepsilon$ term between the last two rows gives

$$\frac{\sqrt{10}\times0.250181-0.250571}{\sqrt{10}-1}=0.25000 .$$

The last two relaxation times give $\gamma=2.537$, and a run at $\varepsilon=0$ gives $a=0.3047$, both in agreement with the Gamma-function conditions.

## A molecular liquid

Take $T_c=190$ K, $\tau_0=0.1$ ps and $\lambda=0.75$, rough values for a glass-forming liquid of small molecules. Assume $\varepsilon=(T-T_c)/T_c$. At 191.9 K, $\varepsilon=1.9/190=0.01$. The flattest point lies at about 100 ps with height 0.26, and $\tau_\alpha=8.8\times10^4\times0.1\ \text{ps}=8.8$ ns.

The real liquid breaks the assumption that hopping is absent. For a rough barrier of 0.25 eV and $k_BT=0.01654$ eV, the hopping time is $\tau_0e^{0.25/0.01654}\approx370$ ns. Treating hopping as an independent factor $e^{-t/\tau_{\rm hop}}$, an estimate and not a theory of hopping, lowers $\tau_\alpha$ to 8.4 ns, by 4%. This figure depends strongly on the barrier: the reduction would be 44% for 0.20 eV and only 0.2% for 0.30 eV. With 0.25 eV the two times become equal about 0.4 K above $T_c$. At $\varepsilon=10^{-4}$ the ideal model predicts 1.1 ms, thousands of times the hopping time, so the very long plateaus in the sweep verify the algorithm and do not forecast this liquid.

Other corrections are comparable or larger. Adding an inertial term $\phi''$ with ballistic time $\tau_0$ lengthens $\tau_\alpha$ by 13% at both $\varepsilon=10^{-2}$ and $10^{-4}$; the nearly equal factors are what a common rescaling of long times would give, although the first decay itself changes shape. A temperature error of $+0.1$ K shortens $\tau_\alpha$ by 12%. The assumed map and the value of $T_c$ matter much more: doubling $\varepsilon$ at the same temperature divides $\tau_\alpha$ by 5.7, close to the asymptotic $2^{2.537}\approx5.8$, and taking $T_c=191$ K instead of 190 K multiplies it by about 6.8. The height $f_c=1-\lambda$ is a property of this one-correlator model and should not be read as a measured dielectric plateau.

## Where the scheme stops working

The doubling relies on rapid change being confined to small arguments of $\phi$ and $m$. A field switched on at a late time would create a new fast decay in the middle of a coarse grid, and the step would have to be reduced again. The equation itself assumes equilibrium. In a sample younger than its own relaxation time, the correlator depends on two times separately, and a history stored as a function of $t-s$ alone no longer describes ageing. The full set of computed values is in the numerical output.

## Computed results

```
exponent parameter lambda = 0.75, plateau f_c = 0.2500
critical couplings v1 = 0.888889, v2 = 1.777778
exponents a = 0.3047, b = 0.5582, gamma = 2.5370
linear kernel, largest relative error up to t = 1e10 tau0:
  N = 256: 7.98e-04; N = 512: 2.70e-04
  N = 512, averages not carried: 4.90e+01
convergence at eps = 1e-04:
  N = 128: plateau 0.251789, alpha time 1.07559e+10 tau0
  N = 256: plateau 0.251778, alpha time 1.07418e+10 tau0
  N = 512: plateau 0.251775, alpha time 1.07377e+10 tau0
  N = 1024: plateau 0.251775, alpha time 1.07364e+10 tau0
  largest |phi(N=128) - phi(N=256)| = 6.18e-05
  largest |phi(N=256) - phi(N=512)| = 1.84e-05
  largest |phi(N=512) - phi(N=1024)| = 5.46e-06
  observed order = 1.75
  N = 512: 13312 steps, last time 4.50e+11 tau0, 18.1 decades
  uniform steps of the first size needed: 1.2e+18
difference from Taylor series at t = 0.300 tau0: 1.1e-07
difference from undecimated solution, t = 1 to 200 tau0: 7.2e-07
couplings 1% above critical: phi(end) = 0.3246278, root = 0.3246278
critical decay exponent from the run = 0.3047
sweep: eps, plateau height, (height-f_c)/sqrt(eps), alpha time / tau0
  1e-02  0.263626  +0.1363  8.8012e+04
  1e-03  0.255330  +0.1686  3.0788e+07
  1e-04  0.251775  +0.1775  1.0738e+10
  1e-05  0.250571  +0.1807  3.7114e+12
  1e-06  0.250181  +0.1812  1.2793e+15
plateau extrapolated to eps = 0: 0.250001
gamma from the last two alpha times = 2.5374
example: T_c = 190.0 K, T = 191.9 K, tau0 = 0.1 ps, eps = 0.0100
  flattest point: height 0.2636 at 98.5 ps
  alpha time = 8.8012e+04 tau0 = 8.80 ns
  kT = 0.01654 eV, hopping barrier = 0.25 eV, hopping time = 367.8 ns
  alpha time with hopping factor = 8.44 ns
  hopping time equals alpha time at eps = 2.31e-03, T - T_c = 0.44 K
  alpha time with inertia / without: 1.1336 (eps 1e-2), 1.1310 (eps 1e-4)
  alpha time change for +0.1 K: -12.2 %
```
